**Born charge of Ti from distance-dependent p–d hopping**

The program examines the leading-order result \(Z^*_{\rm Ti}=4-6T+4nT\) with \(T=2(t_\sigma^2+2t_\pi^2)/E^2\). Here \(T\) is the number of electrons returned to Ti per bond, \(E\) the p–d level separation, \(t_\sigma\) and \(t_\pi\) the hoppings, and \(n\) the exponent of their decay with distance. It asserts that the formula agrees with linear response of a 14-orbital lattice at weak coupling for five values of \(n\), and that its error falls as the fourth power of the hopping. It also asserts the corresponding oxygen charges, the dipole slope of a single bond, and the direction and size of the charge transfer in an O–Ti–O cluster. At the example's stronger coupling, a Berry-phase calculation with finite displacements must reproduce the linear-response charge, and with frozen hoppings it must give the static charge alone. Site populations must be even in the displacement. The output shows a Ti charge of 6.93, of which 2.63 is static and 4.31 is transfer, while the leading formula gives 8.80. A charge of +7 is reached at \(t_\sigma/E=0.41\) in the full lattice, against 0.316 in the leading formula.

## Numerical verification

```python
"""Born effective charge of Ti in a cubic p-d lattice with distance-dependent hopping.

Result under test (leading order in hopping/level separation):
    Z*(Ti) = 4 - 6 T + 4 n T,   T = 2 (t_sigma^2 + 2 t_pi^2) / E^2
T: electrons given by O to Ti per bond; n: hopping varies as distance^(-n);
E: d level minus p level; t_sigma, t_pi: p-d hoppings at the equilibrium distance.
Oxygen: Z* = -2 + 2T - 4nT along its Ti-O-Ti line, -2 + 2T across it.
The full lattice has 9 oxygen p and 5 titanium d orbitals and 18 electrons per cell.
Hartree atomic units; charges in units of e; all displacements are along x.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
D = 3.8            # Ti-O distance, bohr
A = 2 * D          # lattice constant, bohr
E = 0.20           # level separation, hartree
T_SIGMA = 0.08     # sigma hopping of the example, hartree
N_EXP = 4.0        # distance exponent of the example
PI_RATIO = -0.5    # t_pi / t_sigma
TI = 3             # site index of Ti; sites 0, 1, 2 are O on the x, y, z axes

# vectors from O to Ti for the two bonds of each oxygen
BONDS = np.array([[-s * D * np.eye(3)[i] for s in (1, -1)] for i in range(3)])

# the five d orbitals as normalized traceless symmetric matrices
D_ORB = np.zeros((5, 3, 3))
for m, (i, j) in enumerate([(0, 1), (1, 2), (2, 0)]):
    D_ORB[m, i, j] = D_ORB[m, j, i] = 1 / np.sqrt(2)
D_ORB[3] = np.diag([1, -1, 0]) / np.sqrt(2)
D_ORB[4] = np.diag([-1, -1, 2]) / np.sqrt(6)


def displaced_bonds(site, u):
    vectors = BONDS.copy()
    if site == TI:
        vectors[:, :, 0] += u
    else:
        vectors[site, :, 0] -= u
    return vectors


def hoppings(vectors, t_sigma, n):
    """Slater-Koster p-d matrices, one 3 x 5 block for each bond."""
    out = np.zeros((3, 2, 3, 5))
    for i in range(3):
        for s in range(2):
            dist = np.linalg.norm(vectors[i, s])
            unit = vectors[i, s] / dist
            qr = D_ORB @ unit
            along = np.outer(unit, qr @ unit)
            sigma = np.sqrt(1.5) * along
            pi = np.sqrt(2) * (qr.T - along)
            out[i, s] = (D / dist)**n * t_sigma * (sigma + PI_RATIO * pi)
    return out


def pd_block(k, vectors, hop, velocity=False):
    phase = np.exp(1j * np.einsum("kc,isc->kis", k, vectors))
    if velocity:
        phase = phase * 1j * vectors[None, :, :, 0]
    return np.einsum("kis,isam->kiam", phase, hop).reshape(len(k), 9, 5)


def full_matrix(block, level):
    h = np.zeros((len(block), 14, 14), complex)
    h[:, :9, 9:] = block
    h[:, 9:, :9] = block.conj().transpose(0, 2, 1)
    h[:, range(9, 14), range(9, 14)] = level
    return h


def k_mesh(nk):
    line = (np.arange(nk) + 0.5) * 2 * np.pi / (A * nk)
    return np.stack(np.meshgrid(line, line, line, indexing="ij"), -1).reshape(-1, 3)


def site_electrons(occupied):
    orb = 2 * np.mean(np.sum(np.abs(occupied)**2, axis=2), axis=0)
    return np.array([orb[0:3].sum(), orb[3:6].sum(), orb[6:9].sum(), orb[9:].sum()])


def born_charge(site, t_sigma, n, nk=10):
    """Static charge and transfer charge from linear response of the full lattice."""
    k, step = k_mesh(nk), 1e-3
    hop = hoppings(BONDS, t_sigma, n)
    dhop = (hoppings(displaced_bonds(site, step), t_sigma, n)
            - hoppings(displaced_bonds(site, -step), t_sigma, n)) / (2 * step)
    energy, state = np.linalg.eigh(full_matrix(pd_block(k, BONDS, hop), E))
    occ, emp = state[:, :, :9], state[:, :, 9:]
    occ_h, emp_h = occ.conj().transpose(0, 2, 1), emp.conj().transpose(0, 2, 1)
    vel = occ_h @ full_matrix(pd_block(k, BONDS, hop, True), 0) @ emp
    force = emp_h @ full_matrix(pd_block(k, BONDS, dhop), 0) @ occ
    gap = energy[:, None, 9:] - energy[:, :9, None]
    centre = np.sum(2 * np.imag(vel * force.transpose(0, 2, 1)) / gap**2) / len(k)
    return 4 - site_electrons(occ)[site], -2 * centre


def berry_charge(t_sigma, n, strings, perp=8, frozen=False, u=0.002):
    """Ti charge from the Berry phase at two finite displacements."""
    kx = np.arange(strings) * 2 * np.pi / (A * strings)
    kp = (np.arange(perp) + 0.5) * 2 * np.pi / (A * perp)
    k = np.array([[x, y, z] for y in kp for z in kp for x in kx])
    loops = []
    for shift in (u, -u):
        vec = displaced_bonds(TI, shift)
        hop = hoppings(BONDS if frozen else vec, t_sigma, n)
        state = np.linalg.eigh(full_matrix(pd_block(k, vec, hop), E))[1]
        occ = state[:, :, :9].reshape(perp**2, strings, 14, 9)
        x_orb = np.array([D] * 3 + [0.0] * 6 + [shift] * 5)
        last = np.exp(-2j * np.pi * x_orb / A)[None, :, None] * occ[:, 0]
        following = np.concatenate([occ[:, 1:], last[:, None]], axis=1)
        overlap = occ.conj().transpose(0, 1, 3, 2) @ following
        loops.append(np.prod(np.linalg.det(overlap), axis=1))
    angle = np.mean(np.angle(loops[0] / loops[1]))
    return 4 + 2 * A / (2 * np.pi) * angle / (2 * u)


def berry_extrapolated(frozen):
    coarse = berry_charge(T_SIGMA, N_EXP, 24, frozen=frozen)
    fine = berry_charge(T_SIGMA, N_EXP, 48, frozen=frozen)
    return (4 * fine - coarse) / 3   # removes the error quadratic in the k spacing


def bond_transfer(t_sigma):
    return 2 * t_sigma**2 * (1 + 2 * PI_RATIO**2) / E**2


def leading_ti(t_sigma, n):
    return 4 + (4 * n - 6) * bond_transfer(t_sigma)


# One isolated sigma bond: dipole slope by diagonalization against the polarity formula
def bond_dipole(dist):
    hop = T_SIGMA * (D / dist)**N_EXP
    vec = np.linalg.eigh(np.array([[0, hop], [hop, E]]))[1][:, 0]
    return -2 * vec[1]**2 * dist


polarity = (E / 2) / np.hypot(E / 2, T_SIGMA)
bond_slope = (bond_dipole(D + 1e-4) - bond_dipole(D - 1e-4)) / 2e-4
bond_formula = -(1 - polarity) + N_EXP * polarity * (1 - polarity**2)
assert abs(bond_slope - bond_formula) < 1e-6


# O-Ti-O cluster with sigma orbitals: electrons leave the near O and reach the far O
def cluster_electrons(t_sigma, u):
    near, far = t_sigma * (D / (D - u))**N_EXP, -t_sigma * (D / (D + u))**N_EXP
    h = np.array([[0, 0, near], [0, 0, far], [near, far, E]])
    return 2 * np.sum(np.linalg.eigh(h)[1][:, :2]**2, axis=1)   # near O, far O, Ti


weak = 0.02 * E
slope = (cluster_electrons(weak, 1e-3) - cluster_electrons(weak, -1e-3)) / 2e-3
expected = 2 * N_EXP * (2 * weak**2 / E**2) / D
assert abs(slope[0] / expected + 1) < 0.01
assert abs(slope[1] / expected - 1) < 0.01
assert abs(slope[2]) < 1e-6 * expected + 1e-10

# Weak coupling: full lattice against the leading formulas, for several exponents
t_weak = bond_transfer(weak)
for n in (0.0, 1.0, 2.0, 3.5, 4.0):
    limit = 0.02 * (4 * n + 6) * t_weak   # room for the next order in hopping
    assert abs(sum(born_charge(TI, weak, n, 6)) - leading_ti(weak, n)) < limit
    o_along = sum(born_charge(0, weak, n, 6))
    o_across = sum(born_charge(1, weak, n, 6))
    assert abs(o_along - (-2 + 2 * t_weak - 4 * n * t_weak)) < limit
    assert abs(o_across - (-2 + 2 * t_weak)) < 0.12 * t_weak
assert sum(born_charge(TI, weak, 1.0, 6)) < 4 < sum(born_charge(TI, weak, 2.0, 6))
assert abs(born_charge(TI, weak, 0.0, 6)[1]) < 0.1 * t_weak

# The error of the leading formula must fall as the fourth power of the hopping
errors = [sum(born_charge(TI, x * E, N_EXP, 8)) - leading_ti(x * E, N_EXP)
          for x in (0.03, 0.015)]
error_ratio = errors[0] / errors[1]
assert abs(error_ratio - 16) < 0.6

# Example: linear response, mesh convergence and Berry phase
static, transfer = born_charge(TI, T_SIGMA, N_EXP)
total = static + transfer
total_fine = sum(born_charge(TI, T_SIGMA, N_EXP, 14))
assert abs(total - total_fine) < 5e-3
berry_total = berry_extrapolated(False)
berry_frozen = berry_extrapolated(True)
assert abs(berry_total - total) < 0.01
assert abs(berry_frozen - static) < 0.01
assert static < 4 < total


# Site populations are even in the displacement
def lattice_electrons(u):
    vec = displaced_bonds(TI, u)
    h = full_matrix(pd_block(k_mesh(8), vec, hoppings(vec, T_SIGMA, N_EXP)), E)
    return site_electrons(np.linalg.eigh(h)[1][:, :, :9])


U = 0.1
plus, minus, rest = lattice_electrons(U), lattice_electrons(-U), lattice_electrons(0)
assert np.max(np.abs(plus - minus)) < 1e-9

# Hopping that gives a charge of exactly +7
t7_leading = E * np.sqrt(3 / ((4 * N_EXP - 6) * 2 * (1 + 2 * PI_RATIO**2)))
t7_lattice = brentq(lambda t: sum(born_charge(TI, t, N_EXP)) - 7, 0.03, 0.16, xtol=1e-6)
assert abs(leading_ti(t7_leading, N_EXP) - 7) < 1e-9
assert abs(sum(born_charge(TI, t7_lattice, N_EXP, 14)) - 7) < 0.01

T = bond_transfer(T_SIGMA)
print(f"Ti-O distance d = {D:.2f} bohr")
print(f"level separation E = {E:.3f} hartree = {E * HARTREE_EV:.2f} eV")
print(f"t_sigma = {T_SIGMA:.3f} hartree, t_pi = {PI_RATIO * T_SIGMA:.3f} hartree")
print(f"distance exponent n = {N_EXP:.1f}")
print(f"isolated sigma bond: polarity = {polarity:.4f}")
print(f"isolated sigma bond: electrons on Ti = {1 - polarity:.4f}")
print(f"isolated sigma bond: dipole slope = {bond_slope:.4f} e")
print(f"leading order: T per bond = {T:.4f} electrons")
print(f"leading order: static Ti charge = {4 - 6 * T:.3f} e")
print(f"leading order: transfer part 4nT = {4 * N_EXP * T:.3f} e")
print(f"leading order: Z*(Ti) = {leading_ti(T_SIGMA, N_EXP):.3f} e")
print(f"full lattice: static Ti charge = {static:.3f} e")
print(f"full lattice: transfer part = {transfer:.3f} e")
print(f"full lattice: Z*(Ti) = {total:.3f} e")
print(f"full lattice, finer mesh: Z*(Ti) = {total_fine:.3f} e")
print(f"Berry phase: Z*(Ti) = {berry_total:.3f} e")
print(f"Berry phase, frozen hoppings: Z*(Ti) = {berry_frozen:.3f} e")
o_par, o_perp = sum(born_charge(0, T_SIGMA, N_EXP)), sum(born_charge(1, T_SIGMA, N_EXP))
print(f"full lattice: Z*(O) along the Ti-O-Ti line = {o_par:.3f} e")
print(f"full lattice: Z*(O) across the line = {o_perp:.3f} e")
print(f"sum of Ti, three O and the +2 cation = {abs(total + o_par + 2 * o_perp + 2):.3f} e")
for n in (0.0, 2.0, 3.5, 4.0):
    part = born_charge(TI, T_SIGMA, n)
    print(f"n = {n:.1f}: transfer part = {part[1]:.3f} e, Z*(Ti) = {sum(part):.3f} e")
for t in (0.02, 0.04, 0.06, 0.08, 0.10):
    part = born_charge(TI, t, N_EXP)
    print(f"t_sigma = {t:.2f} hartree: static {part[0]:.3f}, transfer {part[1]:.3f}, "
          f"Z* {sum(part):.3f}, leading Z* {leading_ti(t, N_EXP):.3f} e")
print(f"error ratio of leading formula on halving the hopping = {error_ratio:.2f}")
print(f"displacement u = {U:.2f} bohr")
print(f"leading order: T of near bond at u = {T * (D / (D - U))**(2 * N_EXP):.4f} electrons")
print(f"leading order: T of far bond at u = {T * (D / (D + U))**(2 * N_EXP):.4f} electrons")
change = cluster_electrons(T_SIGMA, U) - cluster_electrons(T_SIGMA, 0)
print(f"O-Ti-O cluster at u: near O changes by {change[0]:.4f} electrons")
print(f"O-Ti-O cluster at u: far O changes by {change[1]:.4f} electrons")
print(f"O-Ti-O cluster at u: Ti changes by {change[2]:.4f} electrons")
print(f"full lattice at u: Ti population changes by {plus[3] - rest[3]:.5f} electrons")
print(f"full lattice: electronic dipole from transfer at u = {transfer * U:.3f} e bohr")
print(f"t_sigma for Z* = 7, leading order = {t7_leading:.4f} hartree")
print(f"t_sigma for Z* = 7, full lattice = {t7_lattice:.4f} hartree"
      f" = {t7_lattice * HARTREE_EV:.2f} eV")
print(f"t_sigma/E for Z* = 7: leading {t7_leading / E:.3f}, lattice {t7_lattice / E:.3f}")
s7, d7 = born_charge(TI, t7_lattice, N_EXP)
print(f"full lattice at Z* = 7: static {s7:.3f} e, transfer {d7:.3f} e")
print("finished without a failed check")
```

Running it gives:

```
Ti-O distance d = 3.80 bohr
level separation E = 0.200 hartree = 5.44 eV
t_sigma = 0.080 hartree, t_pi = -0.040 hartree
distance exponent n = 4.0
isolated sigma bond: polarity = 0.7809
isolated sigma bond: electrons on Ti = 0.2191
isolated sigma bond: dipole slope = 0.9998 e
leading order: T per bond = 0.4800 electrons
leading order: static Ti charge = 1.120 e
leading order: transfer part 4nT = 7.680 e
leading order: Z*(Ti) = 8.800 e
full lattice: static Ti charge = 2.628 e
full lattice: transfer part = 4.305 e
full lattice: Z*(Ti) = 6.933 e
full lattice, finer mesh: Z*(Ti) = 6.933 e
Berry phase: Z*(Ti) = 6.933 e
Berry phase, frozen hoppings: Z*(Ti) = 2.628 e
full lattice: Z*(O) along the Ti-O-Ti line = -5.848 e
full lattice: Z*(O) across the line = -1.543 e
sum of Ti, three O and the +2 cation = 0.000 e
n = 0.0: transfer part = -0.000 e, Z*(Ti) = 2.628 e
n = 2.0: transfer part = 2.153 e, Z*(Ti) = 4.780 e
n = 3.5: transfer part = 3.767 e, Z*(Ti) = 6.395 e
n = 4.0: transfer part = 4.305 e, Z*(Ti) = 6.933 e
t_sigma = 0.02 hartree: static 3.835, transfer 0.450, Z* 4.285, leading Z* 4.300 e
t_sigma = 0.04 hartree: static 3.457, transfer 1.546, Z* 5.003, leading Z* 5.200 e
t_sigma = 0.06 hartree: static 3.030, transfer 2.905, Z* 5.934, leading Z* 6.700 e
t_sigma = 0.08 hartree: static 2.628, transfer 4.305, Z* 6.933, leading Z* 8.800 e
t_sigma = 0.10 hartree: static 2.273, transfer 5.652, Z* 7.925, leading Z* 11.500 e
error ratio of leading formula on halving the hopping = 15.89
displacement u = 0.10 bohr
leading order: T of near bond at u = 0.5942 electrons
leading order: T of far bond at u = 0.3899 electrons
O-Ti-O cluster at u: near O changes by -0.0378 electrons
O-Ti-O cluster at u: far O changes by 0.0332 electrons
O-Ti-O cluster at u: Ti changes by 0.0046 electrons
full lattice at u: Ti population changes by 0.00717 electrons
full lattice: electronic dipole from transfer at u = 0.431 e bohr
t_sigma for Z* = 7, leading order = 0.0632 hartree
t_sigma for Z* = 7, full lattice = 0.0813 hartree = 2.21 eV
t_sigma/E for Z* = 7: leading 0.316, lattice 0.407
full lattice at Z* = 7: static 2.603 e, transfer 4.397 e
finished without a failed check
```
